# Symmetrizing the density from irreducible k points, with diamond as example, part 2

The task is to rebuild a crystal's density \(n\) from the irreducible points of a closed mesh of \(N_k\) Bloch vectors. Units are rydberg and bohr; \(\Omega\) is the primitive-cell volume. The density from one \(\mathbf k\) is \(n_{\mathbf k}\). Degenerate states are filled equally, so the unitary matrix relating two bases of a level cancels. Time reversal gives \(n_{-\mathbf k}=n_{\mathbf k}\). Components \(n(\mathbf G)\) multiply \(e^{i\mathbf G\cdot\mathbf r}\). The \(N_{\rm op}\) symmetry operations \(g=\{R|\mathbf t\}\) map \(\mathbf r\) to \(R\mathbf r+\mathbf t\):
\[ g^{-1}\mathbf r=R^{-1}(\mathbf r-\mathbf t),\qquad \{R_1|\mathbf t_1\}\{R_2|\mathbf t_2\}=\{R_1R_2|R_1\mathbf t_2+\mathbf t_1\}. \tag{3}\]
The star of \(\mathbf k\) is its \(s_{\mathbf k}\) distinct images \(\sigma R\mathbf k\), \(\sigma=\pm1\), each reached equally often. With one representative per star,
\[ n_{\rm irr}(\mathbf r)=\sum_{\mathbf k\in{\rm irr}}w_{\mathbf k}\,n_{\mathbf k}(\mathbf r),\qquad w_{\mathbf k}=\frac{s_{\mathbf k}}{N_k}. \tag{6}\]
\[ \sum_{\mathbf k'\in\text{star}}n_{\mathbf k'}=\frac{s_{\mathbf k}}{2N_{\rm op}}\sum_{\sigma,g}n_{\sigma R\mathbf k}=\frac{s_{\mathbf k}}{N_{\rm op}}\sum_gn_{R\mathbf k}. \tag{7}\]
\[ n(\mathbf r)=\sum_{\mathbf k\in{\rm irr}}w_{\mathbf k}\frac1{N_{\rm op}}\sum_gn_{\mathbf k}(g^{-1}\mathbf r)=\frac1{N_{\rm op}}\sum_gn_{\rm irr}\big(R^{-1}(\mathbf r-\mathbf t)\big). \tag{8}\]
For periodic \(F\), \(F_g(\mathbf r)=(O_gF)(\mathbf r)=F(g^{-1}\mathbf r)\) has
\[ F_g(\mathbf G)=F(R^{-1}\mathbf G)\,e^{-i\mathbf G\cdot\mathbf t}. \tag{9}\]
This relates \(n_{R\mathbf k}\) to \(n_{\mathbf k}\), and gives
\[ n(\mathbf G)=\frac1{N_{\rm op}}\sum_{\{R|\mathbf t\}}n_{\rm irr}(R^{-1}\mathbf G)\,e^{-i\mathbf G\cdot\mathbf t}. \tag{10}\]
The average \(P=N_{\rm op}^{-1}\sum_gO_g\) obeys \(O_hP=P\), by reordering the sum, and \(P^2=P\). With \(L_{\mathbf G}\) the operations \(h\) whose \(R_h\) fixes \(\mathbf G\), and one \(g_j\) per distinct \(R^{-1}\mathbf G\),
\[ n(\mathbf G)=\frac{S_{\mathbf G}}{N_{\rm op}}\sum_jn_{\rm irr}(R_j^{-1}\mathbf G)\,e^{-i\mathbf G\cdot\mathbf t_j},\qquad S_{\mathbf G}=\sum_{h\in L_{\mathbf G}}\chi(h),\quad\chi(h)=e^{-i\mathbf G\cdot\mathbf t_h}. \tag{11}\]
Diamond is face-centred cubic, with \(\mathbf G=(2\pi/a)(h,k,l)\) and like atoms at \(0\) and \(\boldsymbol\tau=(a/4)(1,1,1)\). The 24 even \(R\) (even number of minus signs) have \(\mathbf t=0\) and form \(T_d\); the 24 odd have \(\mathbf t=\boldsymbol\tau\), including the glide \((x,y,-z)+\boldsymbol\tau\) and \(\{I|\boldsymbol\tau\}\), \(I=-E\), which gives
\[ n(\mathbf G)=n(-\mathbf G)e^{-i\mathbf G\cdot\boldsymbol\tau}=n(\mathbf G)^*e^{-i\pi(h+k+l)/2}, \tag{14}\]
Symmetry forbids exactly the \(\mathbf G\) with a zero index and \(h+k+l\equiv2\pmod4\), such as (200). "The program" computed the numbers quoted, except Section 9's convergence figures.

## 9. The model

The example uses round parameters of a size typical of a covalent semiconductor and represents no particular material. The cube edge is \(a=10\) bohr, so \(\Omega=a^3/4=250\) bohr\(^3\) and \((2\pi/a)^2=0.39478\) Ry. The potential is fixed, not self-consistent:
\[ V(\mathbf G)=\tfrac12\big[(v_S+v_A)+(v_S-v_A)e^{-i\mathbf G\cdot\boldsymbol\tau}\big], \tag{15}\]
with \(v_S=-0.25,\ 0.05,\ 0.10\) Ry at \(h^2+k^2+l^2=3,\ 8,\ 11\), zero otherwise, and \(v_A=0\) for diamond. With \(\psi_{n\mathbf k}=\Omega^{-1/2}\sum_{\mathbf G}c_n(\mathbf G)e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}\), the matrix \(|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+V(\mathbf G-\mathbf G')\) is diagonalized with \(E_{\rm cut}=8\) Ry, which gives 90 to 113 plane waves at the irreducible points. Squaring \(\psi\) and collecting the coefficient of \(e^{i\mathbf G\cdot\mathbf r}\) for four doubly filled bands,
\[ \Omega\,n_{\mathbf k}(\mathbf G)=2\sum_{n=1}^4\ \sum_{\mathbf G_1-\mathbf G_2=\mathbf G}c_n(\mathbf G_1)\,c_n(\mathbf G_2)^*. \]
The values are not converged to the digits shown. Raising the cutoff to 16 Ry moves \(\Omega n(222)\) from \(0.65\,i\) to \(0.67\,i\) and \(\Omega n(400)\) from \(-0.33\) to \(-0.37\), and a \(6\times6\times6\) mesh at 8 Ry moves \(\Omega n(222)\) to \(0.64\,i\), while (200) stays zero. The gap quoted below is a mesh value; a denser sampling gives 0.150 Ry, with the fifth-band minimum near \((0.85,0,0)\,2\pi/a\). The identities hold exactly for the truncated model, and digits are kept below only to display the arithmetic.

The mesh is \(\mathbf k=(m_1\mathbf b_1+m_2\mathbf b_2+m_3\mathbf b_3)/4\), \(m_i=0,\dots,3\), with \(\mathbf b_1,\mathbf b_2,\mathbf b_3=(-1,1,1),(1,-1,1),(1,1,-1)\) in units of \(2\pi/a\). It is the reciprocal lattice scaled by \(1/4\), hence closed under every \(R\) and under \(\mathbf k\to-\mathbf k\). On these 64 points the lowest fifth-band energy lies 0.162 Ry (2.20 eV) above the highest fourth-band energy, so filling four bands fills no level partly.

## 10. The (200) component point by point

The representatives are taken with \(k_x\ge k_y\ge k_z\ge0\). In units of \(2\pi/a\) and electrons per cell:

| \(\mathbf k\) | \(s_{\mathbf k}\) | \(\Omega n_{\mathbf k}(200)\) |
|---|---|---|
| (0, 0, 0) | 1 | 0 |
| (¼, ¼, ¼) | 8 | 0.03181 i |
| (½, 0, 0) | 6 | 0 |
| (½, ½, 0) | 12 | 0 |
| (¾, ¼, ¼) | 24 | 0.07788 i |
| (½, ½, ½) | 4 | 0.00408 i |
| (1, 0, 0) | 3 | 0 |
| (1, ½, 0) | 6 | 0 |

The star sizes add to \(1+8+6+12+24+4+3+6=64\), and (6) gives
\[ \Omega n_{\rm irr}(200)=\frac{8(0.03181)+24(0.07788)+4(0.00408)}{64}\,i=\frac{0.2545+1.8691+0.0163}{64}\,i=0.0334\,i. \]
Both patterns in the table follow from (9), and the program asserts both. When \(k_z=0\) the glide matrix fixes \(\mathbf k\) as well as \(\mathbf G\), so \(n_{\mathbf k}(200)=-n_{\mathbf k}(200)=0\). The other entries are imaginary because \(\{I|\boldsymbol\tau\}\) maps \(n_{\mathbf k}\) to \(n_{-\mathbf k}\), which time reversal makes equal to \(n_{\mathbf k}\). Equation (14) then holds for each \(n_{\mathbf k}\) and for \(n_{\rm irr}\).

This last fact changes how the cancellation looks in the example. The star of (200) has six members, with \(\Omega n_{\rm irr}=0.0334\,i,\ 0.0293\,i,\ 0.0697\,i\) at (200), (020), (002) and the complex conjugates at the opposite vectors. The 24 even operations reach each member four times with phase \(+1\), and their sum is \(4\times2\,{\rm Re}[0.0334\,i+0.0293\,i+0.0697\,i]=0\). The 24 odd operations give the same sum times \(-1\). For this input each half vanishes separately, and \(T_d\) alone removes (200), as the program asserts. The glide is still the cause. By (3), \(\{C_{2z}|0\}\{I|\boldsymbol\tau\}=\{{\rm diag}(1,1,-1)|C_{2z}\boldsymbol\tau\}\) with \(C_{2z}={\rm diag}(-1,-1,1)\), and \(C_{2z}\boldsymbol\tau\) equals \(\boldsymbol\tau\) modulo a lattice vector. A function with the symmetry \(\{I|\boldsymbol\tau\}\) built in, once averaged over \(T_d\), has the glide too. For an input without that symmetry \(T_d\) is not enough: a random real periodic function with (200) component \(0.323-0.510\,i\) keeps \(0.264\) after the \(T_d\) average and loses it only under all 48 operations.

## 11. The other components

In electrons per cell, with \(n_{\rm sym}\) from (10):

| \(\mathbf G\) | \(S_{\mathbf G}\) | \(\Omega n_{\rm irr}\) | \(\Omega n_{\rm sym}\) |
|---|---|---|---|
| (111) | 6 | 1.2126(1+i) | 1.2671(1+i) |
| (11\(\bar1\)) | 6 | 1.2905(1−i) | 1.2671(1−i) |
| (200) | 0 | 0.0334 i | 0 |
| (220) | 4 | −0.1440 | −0.2955 |
| (311) | 2 | −0.3136(1−i) | −0.3852(1−i) |
| (222) | 6 | 0.5621 i | 0.6485 i |
| (400) | 8 | −0.3255 | −0.3349 |
| (420) | 0 | 0.0005 i | 0 |

Over all vectors with \(h^2+k^2+l^2\le27\), the largest modulus of the difference from the direct sum over 64 diagonalizations is 0.246 electrons per cell for \(n_{\rm irr}\) and \(1.8\times10^{-15}\) for \(n_{\rm sym}\). Relative to the full-mesh value, \(n_{\rm irr}(111)\) is low by \((1.2671-1.2126)/1.2671=4.3\%\) and \(|n_{\rm irr}(220)|\) by \((0.2955-0.1440)/0.2955=51\%\). The phases agree with (14): the factor \(e^{-i\pi(h+k+l)/2}\) is \(+i\) for (111), which requires the form \(A(1+i)\) with \(A\) real, \(-i\) for (311), which requires \(A(1-i)\), and \(+1\) for (220) and (400), which are real. The (222) component is \(0.65\,i\) although \(V(222)=0\) in (15).

The (111) star shows the phase at work. The even operations reach (111), \((1\bar1\bar1)\), \((\bar11\bar1)\), \((\bar1\bar11)\), whose index sums 3 and \(-1\) both give \(+i\) in (14), so their components are \(A_j(1+i)\). The odd operations reach the four opposite vectors, with components \(A_j(1-i)\), and carry the phase \(e^{-3i\pi/2}=+i\). Since \(i(1-i)=1+i\), the halves add, and \(\Omega n(111)=\bar A(1+i)\) with \(\bar A=1.2671\) the mean of the four \(A_j\). Dropping the phase gives \(\tfrac12\bar A[(1+i)+(1-i)]=\bar A\), and the program prints the real number 1.2671. Reversing its sign gives \(-i(1-i)=-(1+i)\), so the halves cancel, and the program prints zero for the largest component in the table. A vanishing (200) is no check on the phases here, since each half of its sum is already zero.

In real space, the four bond centres around the atom at the origin are \((a/8)(1,1,1)\), \((a/8)(1,-1,-1)\), \((a/8)(-1,1,-1)\), \((a/8)(-1,-1,1)\). Symmetry operations map bonds to bonds, there are four bonds per cell, and \(T_d\) connects all four, so the counting of Section 4 says that each is reached \(48/4=12\) times in (8). The true value is the mean of the four values of \(n_{\rm irr}\):
\[ \tfrac14(0.10718+0.12687+0.13020+0.12425)=0.1221\ \text{electrons/bohr}^3, \]
equal to the full-mesh value. The first bond is 12% below it and the third 7% above.

A picture of spherical bond charges \(q_1,\dots,q_4\) at these sites, offered as a conjecture that the program does not test, connects the two views. Their structure factor \(\sum_jq_je^{-i\mathbf G\cdot\mathbf r_j}\), with \(\mathbf r_j\) the four bond centres in the order listed above, is \(i(q_1+q_2+q_3+q_4)\) at (222), where the angles are \(3\pi/2\) once and \(-\pi/2\) three times, and \(-i(q_1+q_2-q_3-q_4)\) at (200), where they are \(\pm\pi/2\). Equal charges give a positive imaginary (222) and no (200). Taking the \(q_j\) proportional to the four values above, \(q_1+q_2-q_3-q_4\propto-0.020\), which gives the sign of the spurious \(0.0334\,i\) for the representatives used here. The picture is qualitative, and the agreement in sign fails for some other choices of representatives.

## 12. Independent checks of the formula

The program finds the operations by searching all signed permutations for a translation that maps atoms onto like atoms, obtaining 48 for diamond. It then tests (10) without any quantum mechanics: a random real periodic function, with Fourier components of order unity, is averaged in real space on a \(24^3\) grid in the cube and transformed. The largest absolute difference from (10) is below \(10^{-15}\) both with the origin on an atom and with the crystal displaced by \(\mathbf s=(1,2,5)a/24\). The same comparison is asserted for the factorized form (11) and for the extinction rule in both directions, forbidden components vanishing and all others not; \(P^2=P\) is asserted by applying (10) twice. Relation (9) for \(n_{R\mathbf k}\) is tested by diagonalizing at all 48 images of a general \(\mathbf k\), with largest deviation \(1.2\times10^{-14}\) electrons per cell.

The displaced origin exposes an error that the atomic origin hides. Replace \(R^{-1}\mathbf G\) by \(R\mathbf G\) in (10) and keep the phase. With the origin on an atom, \(\mathbf t\) depends only on whether \(R\) is even or odd, and \(R^{-1}=R^T\) has the same signs, so relabelling \(R\to R^{-1}\) restores (10); the error is \(6\times10^{-16}\). After displacement the translations \(\mathbf t+\mathbf s-R\mathbf s\) and \(\mathbf t+\mathbf s-R^{-1}\mathbf s\) differ, and the largest absolute error is 0.76. The reversed phase sign fails at both of these origins, with largest errors 0.63 and 1.14. It is hidden in turn when the origin is an inversion centre, such as a bond centre: there \(\{I|0\}\) is in the group, and by (3) \(\{I|0\}\{R|\mathbf t\}\{I|0\}=\{R|-\mathbf t\}\), so \(\mathbf t\) and \(-\mathbf t\) differ by a lattice vector and both signs give the same phase.

## 13. When the conditions fail

**Unequal atoms.** With \(v_A=0.05\) Ry at \(h^2+k^2+l^2=3\) and 4 the structure is zinc blende. The odd operations exchange the sublattices and are lost, leaving the 24 of \(T_d\). The little group of (200) keeps its four even members, so \(S_{(200)}=4\), and (15) gives \(V(200)=\tfrac12(v_A+v_A)=v_A\). The bands remain separated, by 0.170 Ry on the mesh, and \(\Omega n(200)=-0.523\) electrons per cell from both (10) and the full mesh. It is real because \({\rm diag}(-1,1,-1)\) is even and maps (200) to its opposite. The mesh still reduces to 8 points, since the matrices \(\pm R\) with \(R\) even exhaust all 48, and the agreement tests the use of time reversal in (7).

**A mesh that is not closed.** By (7), \(Pn_{\mathbf k}\) is the mean of \(n_{\mathbf k'}\) over the star of \(\mathbf k\), so \(P\) applied to any mesh density spreads the weight of each point evenly over its completed star. The shifted mesh \(\mathbf k=\sum_if_i\mathbf b_i\) with \(f_i\in\{\tfrac14,\tfrac34\}\) has 8 points. Modulo reciprocal lattice vectors, two are \(\pm(1,1,1)/4\), in a star of 8, and six are \(\pm(-1,-1,3)/4\) and permutations, in a star of 24. The glide matrix sends \((1,1,1)/4\) to \((1,1,-1)/4=\mathbf b_3/4\), which is off the mesh, so the direct sum need not have the glide symmetry; its (200) component is \(-0.0060\,i\) electrons per cell. The weights \(2/8\) and \(6/8\), spread over 8 and 24 points, are \(1/32\) per point in both stars, so the symmetrized density equals the uniform sum over 32 points, as asserted, and there (200) is below \(10^{-16}\). The average is then a different quadrature from the mesh one started with.

**A partly filled level.** At \(\mathbf k=0\) bands 2 to 4 of the model are degenerate. Filling only three bands takes two states out of the triplet, the unitary matrix of Section 3 no longer cancels, and the density \(n^{(3)}\) is not invariant although \(R\mathbf k=\mathbf k\) for all \(R\). Let \(\rho\) be the projector on the two filled states, whose diagonal in position space is their density per spin. Then \(P\) turns \(\rho\) into \(\bar\rho=N_{\rm op}^{-1}\sum_gO_g\rho O_g^\dagger\), which commutes with every \(O_h\) by the reordering argument of Section 6. If the triplet is irreducible, \(\bar\rho\) is a multiple of the identity on it, because any eigenspace of \(\bar\rho\) is an invariant subspace and so must be the whole triplet. The trace 2 is preserved, so the multiple is \(2/3\). With \(n^{(m)}\) the density of the lowest \(m\) bands,
\[ Pn^{(3)}=n^{(1)}+\tfrac23\big(n^{(4)}-n^{(1)}\big), \]
which the program confirms to \(3.2\times10^{-15}\) electrons per cell. On an irreducible level such as this one the average imposes equal filling; on an accidentally degenerate, reducible level it need not. In every case \(Pn\) is invariant by Section 6, so a state that breaks the symmetry of the lattice cannot be represented with the full group, and only the operations that the state itself retains may be used in (10).

## Numbers as computed

```
a = 10.0 bohr, Omega = 250.0 bohr^3, (2pi/a)^2 = 0.39478 Ry, Ecut = 8.0 Ry
vS(|G|^2) = {3: -0.25, 8: 0.05, 11: 0.1} Ry; zinc-blende vA = {3: 0.05, 4: 0.05} Ry
operations: diamond 48, zinc blende 24
random f, origin [0 0 0]/24 a: error formula 5.5e-16, R for R^-1 6.0e-16, wrong sign 0.63
random f, origin [1 2 5]/24 a: error formula 9.0e-16, R for R^-1 7.6e-01, wrong sign 1.14
random f, (200): input +0.32252-0.51024i, Td average +0.26447+0.00000i
little group of (200): image of (x,y,z), t/a, phase
  (+x,+y,+z)  t = 0.00(1,1,1)  +1
  (+x,+y,-z)  t = 0.25(1,1,1)  -1
  (+x,-y,+z)  t = 0.25(1,1,1)  -1
  (+x,-y,-z)  t = 0.00(1,1,1)  +1
  (+x,+z,+y)  t = 0.00(1,1,1)  +1
  (+x,+z,-y)  t = 0.25(1,1,1)  -1
  (+x,-z,+y)  t = 0.25(1,1,1)  -1
  (+x,-z,-y)  t = 0.00(1,1,1)  +1
max |n_Rk(G) - n_k(R^-1 G) phase| over 48 ops = 1.2e-14 e/cell
mesh 64 -> 8 points; gap on mesh = 0.1617 Ry = 2.200 eV
k (2pi/a), weight*64, plane waves, Omega n_k(200) (e/cell)
  [0. 0. 0.]  1  113  +0.00000+0.00000i
  [0.25 0.25 0.25]  8  98  -0.00000+0.03181i
  [0.5 0.  0. ]  6  101  -0.00000+0.00000i
  [0.5 0.5 0. ]  12  93  +0.00000+0.00000i
  [0.75 0.25 0.25]  24  97  -0.00000+0.07788i
  [0.5 0.5 0.5]  4  90  -0.00000+0.00408i
  [1. 0. 0.]  3  92  -0.00000+0.00000i
  [1.  0.5 0. ]  6  100  -0.00000+0.00000i
G, |L_G|, S_G, Omega n_irr, n_sym, n_full (e/cell)
  (0, 0, 0) 48 48 +8.00000-0.00000i +8.00000-0.00000i +8.00000+0.00000i
  (1, 1, 1) 6 6 +1.21262+1.21262i +1.26712+1.26712i +1.26712+1.26712i
  (1, 1, -1) 6 6 +1.29050-1.29050i +1.26712-1.26712i +1.26712-1.26712i
  (2, 0, 0) 8 0 -0.00000+0.03344i +0.00000+0.00000i -0.00000-0.00000i
  (0, 2, 0) 8 0 -0.00000+0.02931i +0.00000+0.00000i +0.00000+0.00000i
  (0, 0, 2) 8 0 -0.00000+0.06967i +0.00000+0.00000i +0.00000+0.00000i
  (2, 2, 0) 4 4 -0.14405-0.00000i -0.29554-0.00000i -0.29554-0.00000i
  (3, 1, 1) 2 2 -0.31359+0.31359i -0.38520+0.38520i -0.38520+0.38520i
  (2, 2, 2) 6 6 -0.00000+0.56209i -0.00000+0.64845i -0.00000+0.64845i
  (4, 0, 0) 8 8 -0.32547-0.00000i -0.33485-0.00000i -0.33485+0.00000i
  (4, 2, 0) 2 0 +0.00000+0.00053i +0.00000+0.00000i +0.00000-0.00000i
|n_sym(200)| = 0.0e+00, |n_full(200)| = 2.6e-16 e/cell
max|n_irr-n_full| = 0.24607, max|n_sym-n_full| = 1.8e-15 e/cell
(111) without phase +1.26712+0.00000i, wrong sign -0.00000+0.00000i e/cell
bond centres (111),(1--),(-1-),(--1)/8: n_irr = [0.10718 0.12687 0.1302  0.12425] e/bohr^3
their mean = 0.12212, n_full = 0.12212 e/bohr^3
Gamma, 3 bands: |P n - equal filling of triplet| = 3.2e-15 e/cell
zinc blende: gap 0.1704 Ry, S(200) = 4
zinc blende (200): sym -0.52307+0.00000i, full -0.52307-0.00000i e/cell
shifted mesh 8 points, completed 32; (200): +0.00000-0.00601i -> 9.2e-17 e/cell
```
